**Midplane density limit in an undoped double-gate film**

The program tests the classical result n0 < n_cap = πκkT/(2e²t²) in Gaussian units, where n0 is the midplane electron density, κ the relative permittivity, T the temperature and t the film thickness. It asserts that the closed profile satisfies Poisson's equation symbolically and agrees with direct numerical integration, including the point of divergence when n0 exceeds the limit. A separate finite-volume solution with oxide boundary conditions is asserted to reproduce the predicted midplane and sheet densities, and to stay below the limit, for three thicknesses and five gate potentials. For 10 nm of silicon at 300 K the limit is 3.30 × 10¹⁸ cm⁻³, and a sheet density of 10¹³ cm⁻² gives 78% of it. The program also computes the midplane density with Fermi statistics and with a self-consistent Schrödinger–Poisson model, asserting the dilute limit of the first and the convergence and empty-well energy of the second. The output shows that both can exceed the classical limit: Fermi statistics do so at 2 × 10¹³ cm⁻², and the quantum model already does at 10¹³ cm⁻², by a factor of 1.8. The limit therefore belongs to the classical model and not to real silicon films.

## Verification by program

```python
"""
Result under test: in an undoped symmetric double-gate film of thickness t,
classical Poisson-Boltzmann electrostatics keeps the midplane electron density
n0 below  n_cap = pi*kappa*k*T/(2*e^2*t^2)  (Gaussian units).
Profile: n(x) = n0/cos(q x)^2, beta = q*t/2 < pi/2, x measured from midplane.
N is the electron sheet density of the whole film; each gate supplies N/2.
kappa: relative permittivity of silicon; kappa_ox: that of the oxide.
Closed formulas are evaluated in Gaussian units, direct solutions in SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, cumulative_trapezoid
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, gamma

# Chosen, rough typical parameters
T = 300.0
kappa, kappa_ox = 11.7, 3.9
t_nm, tox_nm = 10.0, 1.0
ni_cm3 = 1.0e10
m_long, m_trans = 0.916, 0.19
barrier_eV, m_oxide = 3.1, 0.4
T_warm = 358.0

# SI quantities
e, kB = const.e, const.k
kT = kB * T
vT = kT / e
eps = kappa * const.epsilon_0

# Gaussian quantities
e_esu = e * const.c * 10.0
kT_erg = kT * 1e7


def cap_cm3(thickness_nm, temperature=T):
    thickness_cm = thickness_nm * 1e-7
    return (np.pi * kappa * kB * temperature * 1e7
            / (2 * e_esu**2 * thickness_cm**2))


def sheet_scale_cm2(thickness_nm):
    return 2 * kappa * kT_erg / (np.pi * e_esu**2 * thickness_nm * 1e-7)


def beta_from_ratio(ratio):
    return brentq(lambda b: b * np.sin(b) - ratio * np.cos(b),
                  0.0, np.pi / 2, xtol=1e-14)


def classical_midplane(N_cm2):
    beta = beta_from_ratio(N_cm2 / sheet_scale_cm2(t_nm))
    return cap_cm3(t_nm) * (2 * beta / np.pi)**2


# ---- Symbolic test of the profile
x, q = sp.symbols("x q", positive=True)
u = -2 * sp.log(sp.cos(q * x))
assert sp.simplify(sp.diff(u, x, 2) - 2 * q**2 * sp.exp(u)) == 0
assert u.subs(x, 0) == 0 and sp.diff(u, x).subs(x, 0) == 0

# ---- Direct integration of Poisson's equation from the midplane
cap = cap_cm3(t_nm)


def integrate_from_midplane(n0_cm3, x_end_nm):
    strength = e**2 * n0_cm3 * 1e6 / (eps * kT) * 1e-18

    def rhs(position, y):
        return [y[1], strength * np.exp(y[0])]

    def very_large(position, y):
        return y[0] - 25.0
    very_large.terminal = True
    return solve_ivp(rhs, (0, x_end_nm), [0.0, 0.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, events=very_large)


for fraction in (0.3, 0.8, 0.97):
    run = integrate_from_midplane(fraction * cap, t_nm / 2)
    assert run.status == 0
    expected = -2 * np.log(np.cos(np.pi / 2 * np.sqrt(fraction)))
    assert abs(run.y[0, -1] - expected) < 1e-6
run = integrate_from_midplane(1.1 * cap, t_nm / 2)
assert run.status == 1
x_diverge = run.t_events[0][0]
assert abs(x_diverge - t_nm / 2 / np.sqrt(1.1)) < 1e-4


# ---- Full gate problem by finite volumes, without the closed solution
def solve_gate_problem(VG, thickness_nm, cells=1000):
    s = np.linspace(0, 1, cells + 1)
    grid = thickness_nm / 2 * (1 - (1 - s)**2)
    h = np.diff(grid)
    volume = np.zeros(cells + 1)
    volume[:-1] += h / 2
    volume[1:] += h / 2
    g = 1 / h
    g_ox = kappa_ox / (kappa * tox_nm)
    source = e**2 * ni_cm3 * 1e6 / (eps * kT) * 1e-18
    v = np.full(cells + 1, VG / vT)
    for iteration in range(1000):
        charge = volume * source * np.exp(v)
        flux = g * np.diff(v)
        residual = -charge
        residual[:-1] += flux
        residual[1:] -= flux
        residual[-1] += g_ox * (VG / vT - v[-1])
        diagonal = -charge
        diagonal[:-1] -= g
        diagonal[1:] -= g
        diagonal[-1] -= g_ox
        bands = np.zeros((3, cells + 1))
        bands[0, 1:] = g
        bands[1] = diagonal
        bands[2, :-1] = g
        change = solve_banded((1, 1), bands, -residual)
        v += change
        if np.max(np.abs(change)) < 1e-8:
            break
    else:
        raise AssertionError("gate problem did not converge")
    density = ni_cm3 * np.exp(v)
    return density[0], 2 * np.sum(volume * density) * 1e-7


def gate_potential(beta, thickness_nm):
    n0 = cap_cm3(thickness_nm) * (2 * beta / np.pi)**2
    return vT * (np.log(n0 / ni_cm3) - 2 * np.log(np.cos(beta))
                 + kappa / kappa_ox * 4 * tox_nm / thickness_nm
                 * beta * np.tan(beta))


gate_rows = []
for thickness in (5.0, 10.0, 20.0):
    previous = 0.0
    for VG in (0.4, 0.6, 1.0, 2.0, 5.0):
        n_mid, N_direct = solve_gate_problem(VG, thickness)
        b = brentq(lambda z: gate_potential(z, thickness) - VG,
                   1e-7, np.pi / 2 - 1e-8)
        n_formula = cap_cm3(thickness) * (2 * b / np.pi)**2
        N_formula = sheet_scale_cm2(thickness) * b * np.tan(b)
        # Tolerance covers the second-order spatial discretization error
        assert abs(n_mid / n_formula - 1) < 2e-3
        assert abs(N_direct / N_formula - 1) < 2e-3
        assert previous < n_mid < cap_cm3(thickness)
        previous = n_mid
        if thickness == t_nm:
            gate_rows.append((VG, N_direct, n_mid, n_mid / cap))

# ---- Rate at which the strong-inversion approximation improves
errors = []
for ratio in (50.0, 100.0):
    exact_fraction = (2 * beta_from_ratio(ratio) / np.pi)**2
    errors.append(abs(exact_fraction - (ratio / (1 + ratio))**2))
assert 7.0 < errors[0] / errors[1] < 9.0

# ---- Degenerate semiclassical electrons
mass_dos = (m_long * m_trans**2)**(1 / 3)
Nc_cm3 = 12 * (2 * np.pi * mass_dos * const.m_e * kT
               / const.h**2)**1.5 * 1e-6
y_grid = np.arange(0, 12.0, 0.01)


def fermi_integral(order, eta):
    eta = np.asarray(eta, dtype=float)
    values = (2 * y_grid**(2 * order + 1)
              * expit(eta[..., None] - y_grid**2))
    return 0.01 * np.sum(values, axis=-1) / gamma(order + 1)


nodes, weights = np.polynomial.legendre.leggauss(80)


def semiclassical_midplane(N_cm2, density_function, pressure_function):
    a = e**2 * Nc_cm3 * 1e6 / (eps * kT) * 1e-18
    slope = e**2 * N_cm2 * 1e4 / (2 * eps * kT) * 1e-9

    def half_width(eta0):
        p0 = pressure_function(eta0)
        target = p0 + slope**2 / (2 * a)
        eta_s = brentq(lambda z: pressure_function(z) - target,
                       eta0, eta0 + 60, xtol=1e-11)
        root_span = np.sqrt(eta_s - eta0)
        s = root_span * (nodes + 1) / 2
        rise = pressure_function(eta0 + s**2) - p0
        return root_span / 2 * np.sum(weights * 2 * s / np.sqrt(2 * a * rise))

    eta0 = brentq(lambda z: half_width(z) - t_nm / 2, -12, 5, xtol=1e-10)
    return Nc_cm3 * float(density_function(eta0))


def fd_half(eta):
    return fermi_integral(0.5, eta)


def fd_three_half(eta):
    return fermi_integral(1.5, eta)


N_values = (1e13, 2e13, 3e13)
classical = [classical_midplane(N) for N in N_values]
for N, value in zip(N_values, classical):
    check = semiclassical_midplane(N, np.exp, np.exp)
    assert abs(check / value - 1) < 1e-5
degenerate = [semiclassical_midplane(N, fd_half, fd_three_half)
              for N in N_values]
dilute = semiclassical_midplane(1e11, fd_half, fd_three_half)
assert abs(dilute / classical_midplane(1e11) - 1) < 5e-3

# ---- Quantum electrons in a (001) film: two valley families, hard walls
kinetic = const.hbar**2 / (2 * const.m_e * e) * 1e18
families = ((2, m_long, m_trans),
            (4, m_trans, np.sqrt(m_long * m_trans)))


def schrodinger_poisson(N_cm2, phi_start=None, intervals=160):
    z = np.linspace(0, t_nm, intervals + 1)
    h = z[1] - z[0]
    middle = intervals // 2
    phi = np.zeros_like(z) if phi_start is None else phi_start.copy()
    N_nm2 = N_cm2 * 1e-14
    for iteration in range(1000):
        levels, waves, state_density = [], [], []
        for valleys, m_z, m_plane in families:
            hop = kinetic / (m_z * h**2)
            energy, psi = eigh_tridiagonal(
                2 * hop - phi[1:-1], np.full(intervals - 2, -hop),
                select="i", select_range=(0, 11))
            levels.append(energy)
            waves.append(psi**2 / h)
            state_density.append(np.full(12, valleys * m_plane
                                         / (2 * np.pi * kinetic)))
        E = np.concatenate(levels)
        D = np.concatenate(state_density)

        def occupation(mu):
            return D * vT * np.logaddexp(0, (mu - E) / vT)
        mu = brentq(lambda m: np.sum(occupation(m)) - N_nm2,
                    E.min() - 2, E.min() + 2, xtol=1e-13)
        n = np.zeros_like(z)
        n[1:-1] = np.hstack(waves) @ occupation(mu)
        n = (n + n[::-1]) / 2
        field = cumulative_trapezoid(n, z, initial=0) * e / eps * 1e9
        field -= field[middle]
        new_phi = cumulative_trapezoid(field, z, initial=0)
        new_phi -= new_phi[middle]
        difference = np.max(np.abs(new_phi - phi))
        if difference < 1e-6:
            break
        phi += 0.08 * (new_phi - phi)
    else:
        raise AssertionError("Schrodinger-Poisson did not converge")
    assert abs(np.sum(n) * h / N_nm2 - 1) < 1e-8
    return n[middle] * 1e21, n.max() * 1e21, phi, levels[0][0]


_, _, _, ground = schrodinger_poisson(1e8)
box_energy = kinetic * np.pi**2 / (m_long * t_nm**2)
assert abs(ground / box_energy - 1) < 2e-3
quantum, quantum_peak, phi_last = [], [], None
for N in N_values:
    mid, peak, phi_last, _ = schrodinger_poisson(N, phi_last)
    quantum.append(mid)
    quantum_peak.append(peak)
fine_mid = schrodinger_poisson(N_values[-1], intervals=240)[0]
# Tolerance covers finite-difference error of the narrow surface wells
assert abs(fine_mid / quantum[-1] - 1) < 1e-2

# ---- Worked example at the first sheet density
N_example = N_values[0]
N_star = sheet_scale_cm2(t_nm)
beta = beta_from_ratio(N_example / N_star)
n0 = classical[0]
n_surface = n0 / np.cos(beta)**2
field_si = e * N_example * 1e4 / (2 * eps) * 1e-8
field_ox = field_si * kappa / kappa_ox
phi_mid = vT * np.log(n0 / ni_cm3)
bend = -2 * vT * np.log(np.cos(beta))
drop_ox = field_ox * tox_nm * 0.1
VG_example = phi_mid + bend + drop_ox
check_mid, check_N = solve_gate_problem(VG_example, t_nm)
assert abs(check_mid / n0 - 1) < 2e-3
assert abs(check_N / N_example - 1) < 2e-3
action = quad(lambda s: np.sqrt(m_oxide * (barrier_eV - field_ox * 0.1 * s)
                               / kinetic), 0, tox_nm)[0]
transmission = np.exp(-2 * action)

print(f"Temperature = {T:.0f} K; thermal voltage = {vT*1e3:.3f} mV")
print(f"Film = {t_nm:.1f} nm; oxide = {tox_nm:.1f} nm")
print(f"Relative permittivity: Si {kappa:.1f}, oxide {kappa_ox:.1f}")
print(f"Intrinsic density chosen = {ni_cm3:.1e} cm^-3")
print(f"Elementary charge = {e_esu:.5e} esu; kT = {kT_erg:.5e} erg")
print(f"Classical midplane cap = {cap:.4e} cm^-3 = {cap*1e6:.4e} m^-3")
print(f"Divergence position for 1.1 times cap = {x_diverge:.4f} nm")
print(f"Sheet-density scale N* = {N_star:.4e} cm^-2")
print(f"Example sheet density N = {N_example:.2e} cm^-2")
print(f"N/N* = {N_example/N_star:.4f} (dimensionless)")
print(f"beta = {beta:.5f} rad; q = {2*beta/t_nm:.5f} nm^-1")
print(f"Example midplane density = {n0:.4e} cm^-3")
print(f"Midplane density / cap = {n0/cap:.4f} (dimensionless)")
approx = (N_example / (N_example + N_star))**2
print(f"Strong-inversion estimate of this ratio = {approx:.4f}")
print(f"Classical surface density = {n_surface:.4e} cm^-3")
print(f"Silicon surface field = {field_si:.4f} MV/cm")
print(f"Oxide field = {field_ox:.4f} MV/cm")
print(f"Midplane potential = {phi_mid:.4f} V")
print(f"Midplane-to-surface potential = {bend:.4f} V")
print(f"Oxide drop = {drop_ox:.4f} V; gate potential = {VG_example:.4f} V")
print("Direct gate solution: V_G (V), N (cm^-2), n0 (cm^-3), n0/cap")
for row in gate_rows:
    print(f"  {row[0]:.1f}  {row[1]:.4e}  {row[2]:.4e}  {row[3]:.5f}")
print(f"Masses: longitudinal {m_long:.3f}, transverse {m_trans:.3f} m_e")
print(f"Conduction-band effective density = {Nc_cm3:.4e} cm^-3")
print("Midplane densities (cm^-3): N (cm^-2), Boltzmann, Fermi, quantum")
for N, c, d, s in zip(N_values, classical, degenerate, quantum):
    print(f"  {N:.1e}  {c:.3e}  {d:.3e}  {s:.3e}")
print("Ratios to classical cap: N (cm^-2), Boltzmann, Fermi, quantum")
for N, c, d, s in zip(N_values, classical, degenerate, quantum):
    print(f"  {N:.1e}  {c/cap:.3f}  {d/cap:.3f}  {s/cap:.3f}")
print(f"Quantum peak density at example N = {quantum_peak[0]:.3e} cm^-3")
print(f"Empty-film quantum ground energy = {box_energy*1e3:.3f} meV")
print(f"Midplane hole density = {ni_cm3**2/n0:.2f} cm^-3")
print(f"Oxide field at N = 3e13 cm^-2: {3*field_ox:.3f} MV/cm")
print(f"Tunnel barrier = {barrier_eV:.1f} eV; mass = {m_oxide:.1f} m_e")
print(f"WKB oxide transmission = {transmission:.2e} (dimensionless)")
print(f"Classical cap at {T_warm:.0f} K = {cap_cm3(t_nm,T_warm):.3e} cm^-3")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature = 300 K; thermal voltage = 25.852 mV
Film = 10.0 nm; oxide = 1.0 nm
Relative permittivity: Si 11.7, oxide 3.9
Intrinsic density chosen = 1.0e+10 cm^-3
Elementary charge = 4.80320e-10 esu; kT = 4.14195e-14 erg
Classical midplane cap = 3.2995e+18 cm^-3 = 3.2995e+24 m^-3
Divergence position for 1.1 times cap = 4.7673 nm
Sheet-density scale N* = 1.3372e+12 cm^-2
Example sheet density N = 1.00e+13 cm^-2
N/N* = 7.4781 (dimensionless)
beta = 1.38736 rad; q = 0.27747 nm^-1
Example midplane density = 2.5739e+18 cm^-3
Midplane density / cap = 0.7801 (dimensionless)
Strong-inversion estimate of this ratio = 0.7780
Classical surface density = 7.7355e+19 cm^-3
Silicon surface field = 0.7733 MV/cm
Oxide field = 2.3199 MV/cm
Midplane potential = 0.5007 V
Midplane-to-surface potential = 0.0880 V
Oxide drop = 0.2320 V; gate potential = 0.8206 V
Direct gate solution: V_G (V), N (cm^-2), n0 (cm^-3), n0/cap
  0.4  4.8987e+10  4.8395e+16  0.01467
  0.6  2.9798e+12  1.6446e+18  0.49845
  1.0  1.6622e+13  2.8284e+18  0.85721
  2.0  5.6995e+13  3.1500e+18  0.95470
  5.0  1.8370e+14  3.2520e+18  0.98560
Masses: longitudinal 0.916, transverse 0.190 m_e
Conduction-band effective density = 2.7379e+19 cm^-3
Midplane densities (cm^-3): N (cm^-2), Boltzmann, Fermi, quantum
  1.0e+13  2.574e+18  2.800e+18  5.959e+18
  2.0e+13  2.900e+18  3.408e+18  7.014e+18
  3.0e+13  3.024e+18  3.762e+18  7.453e+18
Ratios to classical cap: N (cm^-2), Boltzmann, Fermi, quantum
  1.0e+13  0.780  0.848  1.806
  2.0e+13  0.879  1.033  2.126
  3.0e+13  0.917  1.140  2.259
Quantum peak density at example N = 1.853e+19 cm^-3
Empty-film quantum ground energy = 4.105 meV
Midplane hole density = 38.85 cm^-3
Oxide field at N = 3e13 cm^-2: 6.960 MV/cm
Tunnel barrier = 3.1 eV; mass = 0.4 m_e
WKB oxide transmission = 1.38e-05 (dimensionless)
Classical cap at 358 K = 3.937e+18 cm^-3
ALL CHECKS PASSED
```
